# Hole injection at a silicon Schottky contact: leading estimate and first correction

## 1. The form of the answer

A metal contact on n-type silicon is forward biased by a junction voltage \(V\). Electrons pass from the silicon into the metal, while a much smaller hole current enters the neutral silicon. Let \(J_n\) and \(J_p\) be the magnitudes of these current densities. We want the injection ratio \(\gamma=J_p/J_n\).

Each current is a charge times a density times a velocity. In low injection the excess hole density obeys a linear equation in the neutral region. If diffusion and recombination govern it, the available constants are the diffusivity \(D_p\) and lifetime \(\tau\). The one velocity they can form is \(\sqrt{D_p/\tau}=D_p/L_p\), where \(L_p=\sqrt{D_p\tau}\). Electrons cross the barrier top with an emission velocity \(v_R\). Both driving densities grow with bias by the same Boltzmann factor, so

\[
\gamma_0=c\,\frac{p_0}{n_{s0}}\,\frac{D_p/L_p}{v_R},
\]

where \(p_0\) is the equilibrium hole density in the bulk, \(n_{s0}\) is the equilibrium electron density at the barrier top, and \(c\) is a pure number. The derivation must find \(c\) and the conditions for the bias to cancel.

## 2. Electron emission

Let \(\phi\) be the energy from the metal Fermi level to the barrier top, \(N_c\) the effective density of states and \(V_t=kT/q\). Then \(n_{s0}=N_c e^{-\phi/kT}\).

Take one ellipsoidal valley with masses \(m_x,m_y,m_z\), and \(x\) normal to the contact. Counting two spins, the equilibrium current of electrons moving towards the metal is

\[
J=\frac{2q}{(2\pi)^3}e^{-\phi/kT}
\int_0^\infty\frac{\hbar k_x}{m_x}e^{-\hbar^2k_x^2/2m_xkT}dk_x
\;\frac{\sqrt{2\pi m_ykT}}{\hbar}\;\frac{\sqrt{2\pi m_zkT}}{\hbar}.
\]

The two square roots are the transverse Gaussian integrals. The remaining integral is \(kT/\hbar\), hence

\[
J=\frac{q\sqrt{m_ym_z}\,(kT)^2}{2\pi^2\hbar^3}e^{-\phi/kT}
=\frac{4\pi q\sqrt{m_ym_z}\,k^2}{h^3}\,T^2e^{-\phi/kT}.
\]

Summing over valleys gives \(AT^2e^{-\phi/kT}\). Bias raises the electron quasi-Fermi level in the silicon by \(qV\) and multiplies this flow by \(e^{V/V_t}\). The opposite flow from the metal keeps its equilibrium value, so

\[
J_n=J_{n0}(e^{V/V_t}-1),\qquad
J_{n0}=AT^2e^{-\phi/kT}=q\,v_Rn_{s0},\qquad v_R=\frac{AT^2}{qN_c}.
\]

## 3. Hole injection at leading order

Let \(N\) be the donor density, \(n_i\) the intrinsic density and \(W\) the depletion width. If both quasi-Fermi levels are flat across the depletion layer, they differ by \(qV\), and in a nondegenerate semiconductor \(np=n_i^2e^{V/V_t}\). At the depletion edge \(n=N\), so

\[
p(W)=p_0e^{V/V_t},\qquad p_0=\frac{n_i^2}{N}.
\]

Let \(u=p-p_0\) and let \(s\) be the distance from this edge into the neutral silicon. Diffusion and recombination give \(D_pu''=u/\tau\), or \(u''=u/L_p^2\). In a thick layer the solution that vanishes far away is \(u=u(0)e^{-s/L_p}\). Therefore

\[
J_p=-qD_pu'(0)=\frac{qD_pu(0)}{L_p}
=J_{p0}(e^{V/V_t}-1),\qquad
J_{p0}=\frac{qD_pn_i^2}{NL_p}.
\]

The bias factors cancel on division, and \(c=1\):

\[
\boxed{\gamma_0=\frac{qD_pn_i^2/(NL_p)}{AT^2e^{-\phi/kT}}}
\]

## 4. The numbers

The contact has \(T=300\) K, \(\phi=0.70\) eV, \(N=10^{16}\ \mathrm{cm^{-3}}\) (\(10^{22}\ \mathrm{m^{-3}}\)) and \(L_p=10\) µm. Rough typical silicon values complete the set: \(n_i=10^{10}\ \mathrm{cm^{-3}}\), \(N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}\), relative permittivity 11.7, electron and hole mobilities \(\mu_n=1200\) and \(\mu_p=450\) cm²/Vs, and \(A=112\) A/cm²K².

With \(V_t=0.02585\) V, the Einstein relation \(D=\mu V_t\) gives \(D_p=11.63\) and \(D_n=31.02\) cm²/s. Since \(p_0=10^4\ \mathrm{cm^{-3}}\),

\[
J_{p0}=\frac{(1.602\times10^{-19})(11.63)(10^4)}{10^{-3}}
=1.86\times10^{-11}\ \mathrm{A/cm^2},
\]

\[
J_{n0}=112(300)^2(1.740\times10^{-12})
=1.75\times10^{-5}\ \mathrm{A/cm^2}.
\]

Their ratio is \(\gamma_0=1.06\times10^{-6}\): about one hole is injected per million electrons emitted. In the form of Section 1, the density ratio is \(2.05\times10^{-4}\) and the velocity ratio is \(5.18\times10^{-3}\). Holes are both scarcer and slower to leave.

At \(V=0.35\) V, \(J_n=13.3\) A/cm² and \(p(W)=7.6\times10^9\ \mathrm{cm^{-3}}\). This is \(7.6\times10^{-7}\) of the doping, so the injection is low. Also \(N/N_c=3.6\times10^{-4}\), so the bulk is nondegenerate.

## 5. The first correction: ohmic drift

The electron current needs a field \(E=J_n/(q\mu_nN)\) in the neutral silicon. It points away from the metal and carries holes inwards. At low injection we treat it as uniform. With drift included, the excess holes obey

\[
D_pu''-\mu_pEu'-\frac{u}{\tau}=0.
\]

Insert \(u=u(0)e^{-\kappa s}\), divide by \(D_p\), use \(\mu_p/D_p=1/V_t\), and multiply by \(L_p^2\):

\[
(\kappa L_p)^2+2\xi(\kappa L_p)-1=0,\qquad
\xi=\frac{EL_p}{2V_t}=\frac{J_nL_p}{2qD_nN}.
\]

The decaying solution has \(\kappa L_p=-\xi+\sqrt{1+\xi^2}\). The excess-hole current at the edge is the sum of diffusion and drift:

\[
J_p=qu(0)(D_p\kappa+\mu_pE)
=\frac{qD_pu(0)}{L_p}(\kappa L_p+2\xi).
\]

The drift of the equilibrium density \(p_0\) is neglected because \(p_0\ll u(0)\) at the biases of interest. Thus

\[
\frac{\gamma}{\gamma_0}=\xi+\sqrt{1+\xi^2}
=1+\xi+\frac{\xi^2}{2}+O(\xi^4).
\]

The first correction is linear in current. Here \(2qD_nN/L_p=99.4\) A/cm², so \(\xi=13.3/99.4=0.134\) at 0.35 V. The linear result is 1.134 and the full factor is 1.143. Injection doubles when \(\xi=3/4\), at 0.395 V and 75 A/cm².

For \(\xi\gg1\) the factor tends to \(2\xi\). Substitution gives

\[
\gamma\to\frac{\mu_p}{\mu_n}\frac{p(W)}{N}.
\]

This is the ratio of two drift currents in the same field. The diffusion length has dropped out, and \(\gamma\) now grows with bias. This limit still requires \(p(W)\ll N\) and a depletion barrier. The contact of Section 4 barely reaches it: the factor comes within about 6% of \(2\xi\) only at 0.42 V, where the remaining band bending is about \(3V_t\).

## 6. How flat is the hole quasi-Fermi level?

Let \(\psi(x)\) be the band bending in volts, with surface value

\[
\psi_s=\phi/q-V_t\ln(N_c/N)-V.
\]

In the depletion approximation \(\psi=\psi_s(1-x/W)^2\) and \(W=\sqrt{2\varepsilon\psi_s/(qN)}\), where \(\varepsilon\) is the permittivity. To leading order \(p=p(W)e^{\psi/V_t}\). The hole current \(J_p=\mu_pp\,dF_p/dx\) therefore requires a quasi-Fermi energy change

\[
\frac{\Delta F_p}{kT}=\frac{J_p}{qD_pp(W)}\int_0^We^{-\psi/V_t}dx
\simeq\frac{\gamma}{\gamma_0}\,\frac{W}{2L_p}\sqrt{\frac{\pi V_t}{\psi_s}}.
\]

The last form extends the Gaussian integral to infinity, which needs \(\psi_s\gg V_t\). At 0.35 V, \(\psi_s=0.145\) V and \(W=137\) nm. In the depletion approximation the change is 0.006, and it lowers the injected current by about 0.6%. Including the mobile electrons in the potential reduces the change over the same width to about 0.003. Here the injected current has been taken as constant through the layer.

The metal must also be able to supply the holes. Their equilibrium density at the contact is \(n_i^2/n_{s0}=2.1\times10^{12}\ \mathrm{cm^{-3}}\). With an assumed exchange velocity of \(10^6\) cm/s, the available current is 0.33 A/cm², far above the injected \(1.6\times10^{-5}\) A/cm².

## 7. The low-bias limit: recombination before injection

Some holes leave the metal but recombine in the depletion layer. They do not count in \(\gamma\), though they count in the hole current drawn from the metal. For midgap traps with equal electron and hole lifetimes, the Shockley-Read-Hall rate is

\[
U=\frac{np-n_i^2}{\tau(n+p+2n_i)},\qquad J_{\rm rec}=q\int_0^WU\,dx.
\]

The table comes from a finite-volume solution of the hole continuity equation through both regions. It uses this rate, \(\tau=86\) ns, the ohmic field, the exchange velocity above and the depletion-approximation potential of Section 6. Including the charge of mobile electrons in that potential, with the recombination integral still ending at \(W\), would raise the last column by about 6% at 0.20 V and 22% at 0.40 V. At 0.40 V the edge of the layer is diffuse, and the increase depends on where the integral ends. Ratios are relative to the ideal \(J_n\).

| \(V\) (V) | \(J_n\) (A/cm²) | \(J_p/J_n\) | \(J_{\rm rec}/J_n\) |
|---:|---:|---:|---:|
| 0.20 | 0.040 | \(1.06\times10^{-6}\) | \(2.8\times10^{-5}\) |
| 0.25 | 0.28 | \(1.06\times10^{-6}\) | \(8.8\times10^{-6}\) |
| 0.30 | 1.9 | \(1.08\times10^{-6}\) | \(2.1\times10^{-6}\) |
| 0.35 | 13 | \(1.21\times10^{-6}\) | \(3.9\times10^{-7}\) |
| 0.40 | 92 | \(2.40\times10^{-6}\) | \(7.7\times10^{-8}\) |

The injection ratio is nearly constant at low bias, yet at 0.20 V the recombination current is 26 times the injected current. The two become equal near 0.32 V, from the recombination integral with flat quasi-Fermi levels and the ideal \(J_p\). For these parameters, \(\gamma_0\) approximates the whole hole-to-electron ratio within a factor of two only in a narrow range between this bias and the onset of strong drift.

At the higher biases, the fall of the last column can be understood at the surface. There \(n=n_{s0}e^{V/V_t}\), while the metal holds \(p\) near \(n_i^2/n_{s0}\). Above 0.28 V electrons outnumber holes at the surface and throughout the layer, and well above this bias \(U\simeq p/\tau\). Take 0.35 V. With surface field \(F=2\psi_s/W=0.021\) MV/cm, holes decay over about \(V_t/F=12\) nm, giving

\[
J_{\rm rec}\sim\frac{q}{\tau}\frac{n_i^2}{n_{s0}}\frac{V_t}{F}
\approx5\times10^{-6}\ \mathrm{A/cm^2}.
\]

This changes slowly with bias, whereas \(J_n\) grows exponentially. At the lower biases in the table \(J_{\rm rec}\) rises faster, about 2.2 times from 0.20 to 0.25 V, but still less than the sevenfold rise of \(J_n\).

## 8. Corrections to the electron current and to the layer

**Diffusion to the barrier.** Let \(n_s\) be the actual electron density at the barrier top. Emission carries a flux \(v_R(n_s-n_{s0})\), and diffusion through the depletion layer supplies \(v_D(n_{s0}e^{V/V_t}-n_s)\), with

\[
v_D=\frac{D_n}{\int_0^We^{(\psi-\psi_s)/V_t}dx}.
\]

Equating the fluxes and eliminating \(n_s\) multiplies \(J_n\) by \(1/(1+v_R/v_D)\). Quadrature gives \(v_D=2.24\times10^7\) cm/s at constant mobility, against \(v_R=2.25\times10^6\) cm/s. The factor is 0.91 in the depletion approximation; with the mobile electrons in the potential, \(v_D\) falls to \(1.97\times10^7\) cm/s and the factor to 0.90. Together with drift, it gives \(\gamma=1.3\times10^{-6}\) at 0.35 V. This factor indicates a size, not a precise value: near the barrier top the potential changes by \(V_t\) over about 12 nm, less than the electron mean free path of roughly 40 nm, so drift and diffusion do not strictly describe the electrons there.

**Image force.** So far 0.70 eV has been the effective barrier at the working bias. If it is instead the unlowered barrier, the electron barrier near the metal, in volts, becomes \(\phi/q-Fx-q/(16\pi\varepsilon x)\). Its maximum lies at \(x_m=\sqrt{q/(16\pi\varepsilon F)}\), and the lowering is \(2Fx_m=\sqrt{qF/(4\pi\varepsilon)}=16\) mV. Electron emission rises 1.87 times, and \(\gamma_0\) falls to \(5.7\times10^{-7}\). The depletion approximation overstates \(F\) by about 10% here; with the mobile electrons included, the lowering is 15 mV and the emission factor 1.81.

**Tunnelling and reflection.** A WKB integral over the parabolic barrier, with mass \(0.19m_e\) for every valley and no reflection above the barrier, raises \(J_n\) by a factor of 1.34. On a (100) surface two of the six valleys have the heavier normal mass \(0.98m_e\) and tunnel less; weighting the valleys by their emission gives 1.31. Including the mobile electrons in the potential lowers both factors by about 0.025. The ballistic constant of Section 2 for a (100) surface, with masses 0.19 and \(0.98m_e\), is 253 A/cm²K²; it would give \(\gamma_0=4.7\times10^{-7}\). An effective value such as 112 already absorbs part of the reflection, the tunnelling and the diffusion to the barrier. These factors, the 0.91 included, therefore show sizes and should not all be multiplied together.

**A thin layer.** An ohmic back contact at distance \(d\) imposes \(u(d)=0\). Without drift, \(u\propto\sinh[(d-s)/L_p]\), and the edge gradient gains a factor \(\coth(d/L_p)\). For \(d=5\) µm this is 2.16. For \(d\ll L_p\), \(d\) replaces \(L_p\) in \(\gamma_0\). A back boundary that blocks holes, as a heavily doped n-type substrate partly does, acts the other way. With zero hole flux at \(d\) and no drift, \(u\propto\cosh[(d-s)/L_p]\) and the factor is \(\tanh(d/L_p)\), which is 0.46 for \(d=5\) µm.

## 9. Sensitivity and real contacts

Since \(\gamma_0\propto e^{\phi/kT}\), barriers of 0.65 and 0.75 eV give \(1.5\times10^{-7}\) and \(7.4\times10^{-6}\), all else fixed. A barrier uncertainty of 0.05 eV thus changes the estimate about sevenfold.

For temperature, take a gap of 1.12 eV at 300 K that falls by \(2.6\times10^{-4}\) eV/K, with \(n_i^2\propto T^3e^{-E_g/kT}\). Holding \(\phi,A,D_p\) and \(L_p\) fixed gives \(\gamma_0=1.9\times10^{-5}\) at 350 K, an 18-fold rise. The product \(n_i^2\), which sets the hole density, has a larger activation energy than emission over the barrier.

A hole diffusion length of 10 µm is short for clean silicon, where it can exceed 100 µm. If the active layer is thinner than \(L_p\), the thick-layer assumption fails; even at the present \(L_p\), a 5 µm layer raises the injection about twofold with an ohmic back contact and lowers it about twofold with a back boundary that blocks holes. Barrier variation across the contact can matter more, given the exponential sensitivity. The result is therefore an order-of-magnitude estimate: \(\gamma\) is near \(10^{-6}\) for an effective barrier of 0.70 eV, a donor density of \(10^{16}\ \mathrm{cm^{-3}}\) and a hole diffusion length of 10 µm at 300 K, in a thick layer, in low injection and with weak ohmic drift.

All numerical values are calculated from the stated model.
